# Matrix Elements Between Nonorthogonal Determinants from Paired Orbitals: verification in Python

```python
"""
Loewdin's rules for matrix elements between nonorthogonal determinants.

Determinants A and B have orbital columns CA, CB in an orthonormal basis.
Overlap S = CA^dagger CB = U diag(sigma) V^dagger; paired orbitals CA U, CB V;
phase eta = det(U) det(V^dagger); f_i = <a_i|f|b_i> and
v_ij = <a_i a_j|g|b_i b_j> - <a_i a_j|g|b_j b_i> in paired orbitals.
With P = eta * product of the nonzero sigma, the rules under test are
  no zero  : <A|B> = P, <F> = P sum_i f_i/sigma_i,
             <G> = P sum_{i<j} v_ij/(sigma_i sigma_j)
  one zero : <A|B> = 0, <F> = P f_p, <G> = P sum_i v_pi/sigma_i
  two zeros: <A|B> = <F> = 0, <G> = P v_pq;  more zeros: all vanish.
Reference: explicit antisymmetrized four-electron wave functions on which
the operators act electron by electron.
Two-electron arrays are g[p,q,r,s] = <pq|g|rs>.
"""
from itertools import combinations, permutations
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, fci

N_EL = 4
ZERO = 1e-9


# ---------- reference: the definition in first quantization ----------
def wavefunction(C):
    psi = 0
    for perm in permutations(range(N_EL)):
        sign = round(np.linalg.det(np.eye(N_EL)[list(perm)]))
        cols = [C[:, k] for k in perm]
        psi = psi + sign * np.einsum('i,j,k,l->ijkl', *cols)
    return psi / np.sqrt(24.0)


def by_definition(CA, CB, f, g):
    psi_a, psi_b = wavefunction(CA), wavefunction(CB)
    f_psi, g_psi = 0, 0
    for m in range(N_EL):
        t = np.tensordot(f, psi_b, axes=(1, m))
        f_psi = f_psi + np.moveaxis(t, 0, m)
    for m, n in combinations(range(N_EL), 2):
        t = np.tensordot(g, psi_b, axes=((2, 3), (m, n)))
        g_psi = g_psi + np.moveaxis(t, (0, 1), (m, n))
    return np.array([np.vdot(psi_a, x) for x in (psi_b, f_psi, g_psi)])


# ---------- the rules in paired orbitals ----------
def pair_orbitals(CA, CB):
    U, sigma, Vh = np.linalg.svd(CA.conj().T @ CB)
    eta = np.linalg.det(U) * np.linalg.det(Vh)
    return CA @ U, CB @ Vh.conj().T, sigma, eta


def two_electron(CA, CB, g):
    """<a_i a_j|g|b_k b_l> for all orbital columns."""
    t = np.tensordot(g, CB, axes=(3, 0))
    t = np.einsum('pqrl,rk->pqkl', t, CB, optimize=True)
    t = np.einsum('pqkl,qj->pjkl', t, CA.conj(), optimize=True)
    return np.einsum('pjkl,pi->ijkl', t, CA.conj(), optimize=True)


def by_rules(paired, f, g):
    At, Bt, sigma, eta = paired
    f_pair = np.diag(At.conj().T @ f @ Bt)
    w = two_electron(At, Bt, g)
    v = np.einsum('ijij->ij', w) - np.einsum('ijji->ij', w)
    zeros = np.where(sigma < ZERO)[0]
    keep = np.where(sigma >= ZERO)[0]
    P = eta * np.prod(sigma[keep])
    if len(zeros) == 0:
        two = sum(v[i, j] / (sigma[i] * sigma[j])
                  for i, j in combinations(range(N_EL), 2))
        return np.array([P, P * np.sum(f_pair / sigma), P * two])
    if len(zeros) == 1:
        p = zeros[0]
        return np.array([0, P * f_pair[p],
                         P * np.sum(v[p, keep] / sigma[keep])])
    if len(zeros) == 2:
        return np.array([0, 0, P * v[zeros[0], zeros[1]]])
    return np.zeros(3)


# ---------- cofactor form in the original orbitals ----------
def by_cofactors(CA, CB, f, g):
    S = CA.conj().T @ CB
    f_ab, w = CA.conj().T @ f @ CB, two_electron(CA, CB, g)

    def minor(rows, cols):
        return np.linalg.det(np.delete(np.delete(S, rows, 0), cols, 1))
    one = sum((-1) ** (i + j) * minor([i], [j]) * f_ab[i, j]
              for i in range(N_EL) for j in range(N_EL))
    pairs = list(combinations(range(N_EL), 2))
    two = sum((-1) ** (i + j + k + l) * minor([i, j], [k, l])
              * (w[i, j, k, l] - w[i, j, l, k])
              for i, j in pairs for k, l in pairs)
    return np.array([np.linalg.det(S), one, two])


# ---------- random complex cases with chosen singular values ----------
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def random_unitary(n):
    return np.linalg.qr(random_complex(n, n))[0]


M = 8
f_ran = random_complex(M, M)
f_ran = f_ran + f_ran.conj().T
g_ran = random_complex(M, M, M, M)
g_ran = g_ran + g_ran.transpose(1, 0, 3, 2)
g_ran = g_ran + g_ran.conj().transpose(2, 3, 0, 1)
Q, R1, R2 = random_unitary(M), random_unitary(N_EL), random_unitary(N_EL)


def orbital_sets(sigma):
    s = np.array(sigma)
    CA = Q[:, :4] @ R1
    CB = (Q[:, :4] * s + Q[:, 4:] * np.sqrt(1 - s**2)) @ R2
    return CA, CB


print("Random complex 4-electron tests, 8 spin orbitals (no unit)")
cases = [(.9, .7, .5, .3), (.9, .7, .5, 0.), (.9, .7, 0., 0.), (.9, 0., 0., 0.)]
for n_zero, sigma in enumerate(cases):
    CA, CB = orbital_sets(sigma)
    paired = pair_orbitals(CA, CB)
    assert np.sum(paired[2] < ZERO) == n_zero
    exact = by_definition(CA, CB, f_ran, g_ran)
    rule = by_rules(paired, f_ran, g_ran)
    cof = by_cofactors(CA, CB, f_ran, g_ran)
    assert np.allclose(rule, exact, rtol=0, atol=1e-9)
    assert np.allclose(cof, exact, rtol=0, atol=1e-9)
    print(f"{n_zero} zeros, sigma = {sigma}: |<A|B>|, |<F>|, |<G>| =",
          " ".join(f"{abs(x):.5f}" for x in rule))
    print(f"   largest deviation from definition: {abs(rule-exact).max():.0e}")

# freedom of the singular vectors in a two-dimensional null space
CA, CB = orbital_sets(cases[2])
At, Bt, sig, eta = pair_orbitals(CA, CB)
before = by_rules((At, Bt, sig, eta), f_ran, g_ran)
W1, W2 = random_unitary(2), random_unitary(2)
At2, Bt2 = At.copy(), Bt.copy()
At2[:, 2:], Bt2[:, 2:] = At[:, 2:] @ W1, Bt[:, 2:] @ W2
eta2 = eta * np.linalg.det(W1) * np.conj(np.linalg.det(W2))
after = by_rules((At2, Bt2, sig, eta2), f_ran, g_ran)
assert np.allclose(before, after, rtol=0, atol=1e-9)
assert abs(eta2 - eta) > 1e-3

# continuity: the no-zero rule tends linearly to the one-zero rule
limit = by_rules(pair_orbitals(*orbital_sets(cases[1])), f_ran, g_ran)
gaps = []
for small in (1e-4, 1e-5):
    near = by_rules(pair_orbitals(*orbital_sets((.9, .7, .5, small))),
                    f_ran, g_ran)
    gaps.append(abs(near[2] - limit[2]))
    print(f"smallest sigma {small:.0e}: |<G> - one-zero value| = {gaps[-1]:.3e}")
assert abs(gaps[0] / gaps[1] - 10) < 0.5

# ---------- beryllium atom, 6-31G ----------
mol = gto.M(atom='Be 0 0 0', basis='6-31g', verbose=0)
mol_t = gto.M(atom='Be 0 0 0', basis='6-31g', spin=2, verbose=0)
S_ao = mol.intor('int1e_ovlp')
labels = [x.strip() for x in mol.ao_labels()]
s_ao = [i for i, x in enumerate(labels) if x.endswith('s')]
pz_ao = [i for i, x in enumerate(labels) if x.endswith('pz')]
n_ao = len(labels)


def pure(c, allowed):
    """Remove rounding-level admixture of other symmetries; normalize."""
    out = np.zeros_like(c)
    out[allowed] = c[allowed]
    assert np.linalg.norm(c - out) < 1e-5
    return out / np.sqrt(out @ S_ao @ out)


rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
rhf.kernel()
assert rhf.converged
s1, s2 = (pure(rhf.mo_coeff[:, k], s_ao) for k in (0, 1))

block = np.ix_(pz_ao, pz_ao)
p_guess = np.zeros(n_ao)
p_guess[pz_ao] = eigh(rhf.get_fock()[block], S_ao[block])[1][:, 0]
core_dm = np.outer(s1, s1)
dm_start = np.array([core_dm + np.outer(s2, s2) + np.outer(p_guess, p_guess),
                     core_dm])
rohf = scf.ROHF(mol_t)
rohf.conv_tol = 1e-12
rohf.kernel(dm_start)
assert rohf.converged
core = rohf.mo_coeff[:, rohf.mo_occ == 2][:, 0]
shells = rohf.mo_coeff[:, rohf.mo_occ == 1].T
shells = sorted(shells, key=lambda c: np.linalg.norm(c[pz_ao]))
t1, t2, tp = pure(core, s_ao), pure(shells[0], s_ao), pure(shells[1], pz_ao)

# integrals in a symmetrically orthonormalized basis, then spin orbitals
val, vec = np.linalg.eigh(S_ao)
X, S_half = (vec / np.sqrt(val)) @ vec.T, (vec * np.sqrt(val)) @ vec.T
h = X @ scf.hf.get_hcore(mol) @ X
z = X @ mol.intor('int1e_r')[2] @ X
eri = mol.intor('int2e', aosym='s1').reshape((n_ao,) * 4)
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', eri, X, X, X, X, optimize=True)
h_so, z_so = np.kron(np.eye(2), h), np.kron(np.eye(2), z)
g_so = np.zeros((2, n_ao) * 4)
for a in range(2):
    for b in range(2):
        g_so[a, :, b, :, a, :, b, :] = eri.transpose(0, 2, 1, 3)
g_so = g_so.reshape((2 * n_ao,) * 4)
s1, s2, t1, t2, tp = (S_half @ c for c in (s1, s2, t1, t2, tp))


def determinant(up, down):
    empty = np.zeros(n_ao)
    return np.array([np.r_[c, empty] for c in up]
                    + [np.r_[empty, c] for c in down]).T


det_A = determinant((s1, s2), (s1, s2))
det_0 = determinant((t1, t2), (t1, t2))
det_1 = determinant((t1, tp), (t1, t2))
det_2 = determinant((t1, tp), (t1, tp))


def be_element(CA, CB, one_body=h_so):
    rule = by_rules(pair_orbitals(CA, CB), one_body, g_so)
    exact = by_definition(CA, CB, one_body, g_so)
    assert np.allclose(rule, exact, rtol=0, atol=1e-9)
    return rule


for other, n_zero in ((det_0, 0), (det_1, 1), (det_2, 2)):
    assert np.sum(pair_orbitals(det_A, other)[2] < ZERO) == n_zero

e_A = sum(be_element(det_A, det_A)[1:])
assert abs(e_A - rhf.e_tot) < 1e-8
e_0, e_2 = (sum(be_element(d, d)[1:]) for d in (det_0, det_2))
print("Be atom, 6-31G; A = 1s2 2s2 (RHF), primed orbitals from triplet ROHF")
print(f"energy of A: {e_A:.6f} hartree")
print(f"energy of triplet ROHF: {rohf.e_tot:.6f} hartree")
print(f"energy of 1s'2 2s'2: {e_0:.6f} hartree")
print(f"energy of 1s'2 2p'2: {e_2:.6f} hartree")

# no zero
spatial = np.array([s1, s2]) @ np.array([t1, t2]).T
sig_0 = np.linalg.svd(spatial)[1]
ov, one, two = be_element(det_A, det_0)
assert abs(ov - np.prod(sig_0) ** 2) < 1e-10
print("No zero: A with 1s'2 2s'2")
print(f"spatial singular values: {sig_0[0]:.6f} {sig_0[1]:.6f}")
print(f"overlap: {ov:.6f}")
print(f"one-electron part: {one:.6f} hartree")
print(f"two-electron part: {two:.6f} hartree")
print(f"Hamiltonian element: {one + two:.6f} hartree")

# shared spatial quantities when 2s' is replaced by 2p'
U, sig_p, Vh = np.linalg.svd(np.array([s1, s2]) @ np.array([t1, tp]).T)
lone_s = np.array([s1, s2]).T @ U[:, 1]
lone_p = np.array([t1, tp]).T @ Vh[1]

# one zero
h_forbidden = be_element(det_A, det_1)
assert abs(h_forbidden[1]) < 1e-10 and abs(h_forbidden[2]) < 1e-10
z_element = abs(be_element(det_A, det_1, z_so)[1])
z_lone = abs(lone_s @ z @ lone_p)
assert abs(z_element - sig_p[0] * np.prod(sig_0) * z_lone) < 1e-10
assert z_element > 0.1
e_a0 = constants.e * constants.physical_constants['Bohr radius'][0]
print("One zero: A with 1s'2 2s'(down) 2p'(up)")
print(f"|Hamiltonian element|: {abs(sum(h_forbidden[1:])):.0e} hartree")
print(f"core singular value, up spin: {sig_p[0]:.6f}")
print(f"product of singular values, down spin: {np.prod(sig_0):.6f}")
print(f"|z| between the unmatched pair: {z_lone:.6f} bohr")
print(f"|dipole element|: {z_element:.6f} e*bohr = {z_element*e_a0:.4e} C m")

# two zeros
ov2, one2, two2 = be_element(det_A, det_2)
K_pair = np.einsum('pqrs,p,q,r,s', eri, lone_s, lone_p, lone_s, lone_p,
                   optimize=True)
K_bare = np.einsum('pqrs,p,q,r,s', eri, s2, tp, s2, tp, optimize=True)
assert abs(two2 - sig_p[0] ** 2 * K_pair) < 1e-10
hartree_ev = constants.physical_constants['Hartree energy in eV'][0]
print("Two zeros: A with 1s'2 2p'2")
print(f"squared core singular value: {sig_p[0]**2:.6f}")
print(f"exchange-type integral, paired orbitals: {K_pair:.6f} hartree")
print(f"same integral with the original 2s: {K_bare:.6f} hartree")
print(f"Hamiltonian element: {two2:.6f} hartree = {two2*hartree_ev:.4f} eV")


# nonorthogonal CI
def lowest_energy(dets):
    n = len(dets)
    H, S = np.zeros((n, n)), np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            o, a, b = be_element(dets[i], dets[j])
            S[i, j], H[i, j] = o, a + b
    assert np.allclose(H, H.T, atol=1e-9)
    return eigh((H + H.T) / 2, (S + S.T) / 2)[0][0]


e_ci2 = lowest_energy([det_A, det_2])
e_ci3 = lowest_energy([det_A, det_0, det_2])
e_fci = fci.FCI(rhf).kernel()[0]
assert e_fci < e_ci3 < e_ci2 + 1e-10 and e_ci2 < e_A
print("Nonorthogonal CI")
print(f"A and 1s'2 2p'2: {e_ci2:.6f} hartree")
print(f"A, 1s'2 2s'2 and 1s'2 2p'2: {e_ci3:.6f} hartree")
print(f"full CI: {e_fci:.6f} hartree")
print(f"lowering below A, 3 determinants: {e_A-e_ci3:.6f} hartree"
      f" = {(e_A-e_ci3)*hartree_ev:.4f} eV")
print(f"lowering below A, full CI: {e_A-e_fci:.6f} hartree")
print("PASS")
```

Printed output:

```
Random complex 4-electron tests, 8 spin orbitals (no unit)
0 zeros, sigma = (0.9, 0.7, 0.5, 0.3): |<A|B>|, |<F>|, |<G>| = 0.09450 1.50278 4.24799
   largest deviation from definition: 5e-15
1 zeros, sigma = (0.9, 0.7, 0.5, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.23721 3.55153
   largest deviation from definition: 1e-14
2 zeros, sigma = (0.9, 0.7, 0.0, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.00000 3.04752
   largest deviation from definition: 8e-15
3 zeros, sigma = (0.9, 0.0, 0.0, 0.0): |<A|B>|, |<F>|, |<G>| = 0.00000 0.00000 0.00000
   largest deviation from definition: 9e-16
smallest sigma 1e-04: |<G> - one-zero value| = 2.868e-04
smallest sigma 1e-05: |<G> - one-zero value| = 2.868e-05
Be atom, 6-31G; A = 1s2 2s2 (RHF), primed orbitals from triplet ROHF
energy of A: -14.566764 hartree
energy of triplet ROHF: -14.506551 hartree
energy of 1s'2 2s'2: -14.565609 hartree
energy of 1s'2 2p'2: -14.271119 hartree
No zero: A with 1s'2 2s'2
spatial singular values: 1.000000 0.999501
overlap: 0.999001
one-electron part: -19.125134 hartree
two-electron part: 4.572963 hartree
Hamiltonian element: -14.552171 hartree
One zero: A with 1s'2 2s'(down) 2p'(up)
|Hamiltonian element|: 0e+00 hartree
core singular value, up spin: 1.000000
product of singular values, down spin: 0.999501
|z| between the unmatched pair: 1.512993 bohr
|dipole element|: 1.512237 e*bohr = 1.2821e-29 C m
Two zeros: A with 1s'2 2p'2
squared core singular value: 1.000000
exchange-type integral, paired orbitals: 0.073510 hartree
same integral with the original 2s: 0.073529 hartree
Hamiltonian element: 0.073510 hartree = 2.0003 eV
Nonorthogonal CI
A and 1s'2 2p'2: -14.584033 hartree
A, 1s'2 2s'2 and 1s'2 2p'2: -14.584042 hartree
full CI: -14.613545 hartree
lowering below A, 3 determinants: 0.017278 hartree = 0.4701 eV
lowering below A, full CI: 0.046781 hartree
PASS
```
